# The generalized Einstein relation for ions drifting in a gas

A simulated swarm of ions drifts through a gas at 1 Torr and 300 K under a field of 20 V/cm. Its mobility is $K=1711\ \mathrm{cm^2/Vs}$, and its random motion along the field corresponds to a temperature $T_L=551$ K. The familiar Einstein estimate $KkT_L/q$ then gives a diffusion coefficient of 81.3 cm²/s along the field. The swarm itself spreads with 58.2 cm²/s. The estimate is 40 % too high although it already uses the raised temperature of the moving ions, so something besides temperature must restrain the spreading. It is the change of mobility with field, and momentum balance shows how it enters.

Let the ions have charge $q>0$ and mass $m$, and let them be dilute in a uniform gas of atoms with mass $M$, density $N$ and temperature $T$. The gas is at rest. The field $E$ points along $z$, and the ion density $n(z,t)$ varies along $z$ alone. Collisions are elastic, no ions are created or lost, and the field of the ions themselves is neglected. In a uniform swarm the drift velocity is $W(E)=K(E)E$. A weak gradient, measured by

$$\gamma=\frac{\partial \ln n}{\partial z},$$

changes the mean velocity to $v=W-D_L\gamma$, to first order in $\gamma$. Multiplication by $n$ gives the flux $nv=nW-D_L\,\partial n/\partial z$, which defines the longitudinal diffusion coefficient $D_L$. The swarm is assumed old enough for its local velocity distribution to depend on position and time through $n$ and its gradients.

Write $\mathbf c$ for the ion velocity and $\mathbf C=\mathbf c-v\hat{\mathbf z}$ for its random part. The longitudinal temperature is defined by $kT_L=m\langle C_z^2\rangle$. The momentum moment of the kinetic equation is

$$\frac{\partial (nmv)}{\partial t}+\frac{\partial}{\partial z}\left[n(mv^2+kT_L)\right]=nqE-nR,$$

where $R$ is the mean momentum lost per ion and unit time in collisions. Subtracting $mv$ times the continuity equation $\partial_t n+\partial_z(nv)=0$ leaves

$$nm\left(\frac{\partial v}{\partial t}+v\frac{\partial v}{\partial z}\right)+\frac{\partial(nkT_L)}{\partial z}=nqE-nR.$$

Since $v$ and $T_L$ depart from their uniform values by terms proportional to $\gamma$, their derivatives contain derivatives of $\gamma$. These are of second order in the gradients and are dropped. What remains of the pressure term is $kT_L\,\partial n/\partial z=nkT_L\gamma$.

To find $R$, let $\mathbf u$ be the velocity of a gas atom, $\mathbf w=\mathbf c-\mathbf u$ the relative velocity, and $\mu=mM/(m+M)$ the reduced mass. A collision turns $\mathbf w$ into $\mathbf w'$ of equal length and changes the ion momentum by $\mu(\mathbf w'-\mathbf w)$. Averaged over scattering angles, the loss rate is $\mu\nu\mathbf w$, where $\nu$ is the momentum-transfer collision frequency. If $\nu$ does not depend on speed, the average is $R=\mu\nu v$, because $\langle\mathbf u\rangle=0$. For other collision laws we keep this form and evaluate $\nu$ at the mean collision energy in the centre-of-mass frame, $\epsilon=\tfrac12\mu\langle w^2\rangle$. This is the momentum-transfer approximation. The momentum balance becomes

$$qE-kT_L\gamma=\mu\nu(\epsilon)\,v. \tag{1}$$

The gradient thus acts as a force. That alone does not fix $v$, because the friction depends on $\epsilon$, and the gradient may change $\epsilon$ too. An energy balance is needed.

Let $\epsilon_i=\tfrac12m\langle c^2\rangle$. The energy flux per ion follows on writing $c_z=v+C_z$:

$$\left\langle\tfrac12mc^2c_z\right\rangle=v\epsilon_i+\left\langle\tfrac12m(v^2+2vC_z+C^2)C_z\right\rangle=v\epsilon_i+vkT_L+Q,$$

$$Q=\left\langle\tfrac12mC^2C_z\right\rangle.$$

The term in $v^2$ vanishes because $\langle C_z\rangle=0$. The quantity $Q$ is the heat flux per ion. The energy moment therefore reads

$$\frac{\partial(n\epsilon_i)}{\partial t}+\frac{\partial}{\partial z}\left[n(v\epsilon_i+vkT_L+Q)\right]=nqEv-nL,$$

with $L$ the energy lost per ion and unit time. By continuity, the two terms in $\epsilon_i$ combine to $n(\partial_t\epsilon_i+v\partial_z\epsilon_i)$, which is again of second order. The first-order balance is

$$v(qE-kT_L\gamma)-Q\gamma=L. \tag{2}$$

For $L$, let $\mathbf V=(m\mathbf c+M\mathbf u)/(m+M)$ be the centre-of-mass velocity. The ion velocity is $\mathbf c=\mathbf V+M\mathbf w/(m+M)$, and a collision leaves $\mathbf V$ and $w^2$ unchanged, so the ion energy changes by $\mu\mathbf V\cdot(\mathbf w'-\mathbf w)$. The same angular average as before gives $L=\mu\nu\langle\mathbf V\cdot\mathbf w\rangle$. The mixed product $\langle\mathbf c\cdot\mathbf u\rangle$ vanishes for a gas at rest, and $M\langle u^2\rangle=3kT$, so

$$L=\mu\nu\,\frac{m\langle c^2\rangle-M\langle u^2\rangle}{m+M}=\frac{2\mu\nu}{m+M}\left(\epsilon_i-\tfrac32kT\right). \tag{3}$$

Now neglect $Q$. By (1), the left side of (2) is $\mu\nu v^2$. The frequency cancels against that in (3), and

$$\epsilon_i=\tfrac32kT+\tfrac12(m+M)v^2.$$

The collision energy follows from $\langle w^2\rangle=\langle c^2\rangle+\langle u^2\rangle$:

$$\epsilon=\frac{\mu}{2}\left(\frac{2\epsilon_i}{m}+\frac{3kT}{M}\right)=\frac{M\epsilon_i+\tfrac32mkT}{m+M}=\tfrac32kT+\tfrac12Mv^2. \tag{4}$$

No gradient appears in (4). The collision energy is the same function of the actual velocity as in a uniform swarm, and so is the friction force $F(v)=\mu\nu(\epsilon(v))\,v$. In a uniform swarm $F(W(E))=qE$. With a gradient, (1) says $F(v)=qE-kT_L\gamma$. Provided $F$ rises steadily with $v$, these equations have the common solution

$$v=W\!\left(E-\frac{kT_L}{q}\gamma\right)\simeq W(E)-\frac{kT_L}{q}\frac{dW}{dE}\,\gamma.$$

Comparison with $v=W-D_L\gamma$ gives $D_L=(kT_L/q)\,dW/dE$. Since $W=KE$,

$$\frac{dW}{dE}=K+E\frac{dK}{dE}=K\left(1+\frac{d\ln K}{d\ln E}\right),$$

and therefore

$$\boxed{\frac{D_L}{K}=\frac{kT_L}{q}\left(1+\frac{d\ln K}{d\ln E}\right)} \tag{5}$$

with the derivative taken at fixed $N$ and $T$.

Diffusion along the field is thus governed by the differential mobility $dW/dE$, not by the ratio $W/E$. Ahead of the swarm's centre the density falls with $z$, so $\gamma<0$ and the pressure force pushes forward. The ions there move faster and collide at higher energy. If the collision frequency rises with energy, friction takes back part of the gain. Behind the centre the ions are slower and friction is weaker. Both effects hold the swarm together. A mobility that grows with field does the reverse.

As $E\to0$ in a gas with a finite low-field mobility, the slope vanishes and $T_L\to T$, which leaves $D_L/K=kT/q$. A collision frequency independent of energy makes $K$ constant, and $D_L=KkT_L/q$ holds at any field. In that case neither the momentum-transfer approximation nor the neglect of $Q$ costs anything, because (1) no longer contains $\epsilon$.

The cost of neglecting $Q$ in other cases can be found from the same equations. Abbreviate $\kappa=d\ln K/d\ln E$. With $Q$ retained, (1) to (3) give

$$\epsilon_i=\tfrac32kT+\tfrac12(m+M)v^2-\frac{(m+M)Q\gamma}{2\mu\nu},\qquad \epsilon=\tfrac32kT+\tfrac12Mv^2-\frac{MQ\gamma}{2\mu\nu}.$$

Put $v=W-D_L\gamma$ into (1) and keep first-order terms. The friction changes because $v$ changes and because $\epsilon$ has its extra term:

$$-kT_L\gamma=-F'(W)D_L\gamma-\frac{\nu'}{\nu}\frac{MWQ}{2}\gamma,$$

where $\nu'=d\nu/d\epsilon$. Differentiating $F(W(E))=qE$ gives $F'(W)=q/(dW/dE)=q/[K(1+\kappa)]$, so

$$D_L=\frac{K(1+\kappa)}{q}\left(kT_L-\frac{\nu'}{\nu}\frac{MWQ}{2}\right).$$

The ratio $\nu'/\nu$ can be eliminated. In a uniform swarm $K=q/(\mu\nu)$ and $d\epsilon=MW^2\,d\ln W$, while $d\ln W/d\ln E=1+\kappa$. Hence $\kappa=-(\nu'/\nu)MW^2(1+\kappa)$, and

$$\frac{D_L}{K}=\frac{kT_L}{q}\left[1+(1+\Delta)\kappa\right],\qquad \Delta=\frac{Q}{2WkT_L}. \tag{6}$$

Within this theory, heat flux is negligible when $|\Delta\kappa|\ll1+\kappa$. A small $\Delta$ alone is not enough if $\kappa$ approaches $-1$. Solving the balances numerically with small gradients of both signs reproduces (6) for $\Delta=0$ and $\Delta=0.2$, with a ratio of 1.000001 in both cases.

For the example take $m=30$ u, $M=40$ u, and isotropic scattering with a constant cross section $\sigma=1\ \mathrm{nm^2}$. At 1 Torr and 300 K the gas density is $3.22\times10^{16}\ \mathrm{cm^{-3}}$, and the field of 20 V/cm corresponds to $E/N=62$ Td. A hand estimate needs $\nu(\epsilon)$ and $T_L$.

Isotropic scattering removes, on average, the whole relative momentum, so $R=\mu N\sigma\langle ww_z\rangle$. Let the relative velocities follow a Maxwellian of temperature $T_e$ with a small drift $v$, which multiplies the undisplaced distribution by $1+\mu vw_z/kT_e$. Then

$$\langle ww_z\rangle=\frac{\mu v}{3kT_e}\langle w^3\rangle_0=\frac43v\langle w\rangle_0,$$

because Gaussian integration gives $\langle w^3\rangle_0=(4kT_e/\mu)\langle w\rangle_0$. With $\langle w\rangle_0=\sqrt{8kT_e/\pi\mu}$ and $\tfrac32kT_e$ identified with $\epsilon$,

$$\nu(\epsilon)=\frac43N\sigma\sqrt{\frac{16\epsilon}{3\pi\mu}}.$$

Inserting this and (4) into $qE=\mu\nu W$ and squaring gives a quadratic equation for $W^2$:

$$W^2(3kT+MW^2)=\frac{27\pi(qE)^2}{128\,\mu N^2\sigma^2}.$$

Its positive root is $W=339$ m/s, so $K=W/E=1696\ \mathrm{cm^2/Vs}$. The collision energy is $\epsilon=0.0388+0.0238=0.0626$ eV, the first part thermal and the second due to drift.

Since $\nu\propto\epsilon^{1/2}$, the friction obeys $d\ln F/d\ln W=1+s$ with $s=MW^2/2\epsilon$. As $F=qE$, it follows that $1+\kappa=1/(1+s)$, or

$$\kappa=-\frac{s}{1+s}=-\frac{0.381}{1.381}=-0.276.$$

At high field $s\to1$ and $\kappa\to-\tfrac12$, so that $W\propto\sqrt E$.

The longitudinal temperature comes from the balance of $S=\langle c_z^2\rangle$ in a uniform swarm. Treat $\nu$ as independent of speed. After isotropic scattering, $\langle c_z'^2\rangle=\langle V_z^2\rangle+M^2\langle w^2\rangle/[3(m+M)^2]$. The field supplies $2qEW/m=2\mu\nu W^2/m$, and collisions remove $\nu(S-\langle c_z'^2\rangle)$. With $\langle V_z^2\rangle=(m^2S+MkT)/(m+M)^2$ and $\langle w^2\rangle=2\epsilon/\mu$,

$$\frac{2M}{m+M}W^2=S-\frac{m^2S+MkT}{(m+M)^2}-\frac{2M^2\epsilon}{3\mu(m+M)^2}.$$

Multiply by $(m+M)^2/M$ and insert $2\epsilon=3kT+MW^2$:

$$(2m+M)S=\frac{2m+M}{m}kT+(m+M)\left(2+\frac{M}{3m}\right)W^2.$$

Then $kT_L=m(S-W^2)$ gives

$$kT_L=kT+\frac{4m+M}{3(2m+M)}MW^2. \tag{7}$$

For these masses the coefficient is $160/300=0.533$, and $T_L=595$ K, or $kT_L/q=51.3$ mV. The hand estimate is

$$D_L=1696\times0.0513\times(1-0.276)=63\ \mathrm{cm^2/s}.$$

A simulation that follows individual collisions avoids these approximations for the same collision model. It gives $W=342$ m/s at 20 V/cm. With the field divided and multiplied by 1.3, the velocities are 280.9 and 412.3 m/s, each with a sampling noise of a few tenths of a m/s, so

$$\kappa\simeq\frac{\ln(412.3/280.9)}{2\ln1.3}-1=-0.27.$$

The simulated temperature is 551 K, or $kT_L/q=47.5$ mV. Relation (5), with unrounded values, yields

$$D_L=1711\times0.04751\times0.732=59.5\ \mathrm{cm^2/s},$$

or $D_L/K=34.8$ mV. The growth of the swarm's position variance gives, independently of (5), $58.2\pm0.4\ \mathrm{cm^2/s}$, where the uncertainty is one standard error. The relation is 2.2 % above this value, compared with 40 % when the slope is left out.

The simulated heat flux gives $\Delta=0.035$. By (6) it lowers the prediction by 1.3 %, to 58.7 cm²/s. The remaining difference of 0.5 cm²/s is little more than the standard error of the direct value, so these data neither resolve nor exclude an error of about 1 % from the momentum-transfer approximation. The close agreement belongs to this moderate field. In the same model at 200 V/cm, where $\Delta\approx0.12$, relation (5) is about 17 % too high and (6) about 5 % too high. The hand estimate is worse mainly because (7) puts $T_L$ 8 % above the simulated value. In a simulation with the collision frequency held constant at $3.32\times10^7\ \mathrm{s^{-1}}$, with the same masses and field, $W$ and $T_L$ agree with theory within 0.2 %, and $D_L$ agrees within its sampling noise of about 0.7 %. The excess in (7) therefore comes from applying a constant-frequency formula to a rate that varies with speed.

A harsher case is an ion in its parent gas, where resonant charge transfer replaces a moving ion by one with the velocity of a gas atom. Let the gas be cold and the transfer cross section constant. Each ion starts from rest, accelerates at a constant rate, and travels an exponentially distributed distance $x$ before it is replaced by another at rest. In units where the mean path, acceleration, mass and charge are one, a flight lasts $\tau=\sqrt{2x}$. The averages are $\langle x\rangle=1$, $\langle\tau\rangle=\sqrt{\pi/2}$, $\langle x^2\rangle=\langle\tau^2\rangle=2$ and $\langle x\tau\rangle=3\sqrt{2\pi}/4$. Hence $W=\langle x\rangle/\langle\tau\rangle=\sqrt{2/\pi}$. Restoring the acceleration gives $W\propto\sqrt E$, so $\kappa=-\tfrac12$. Successive flights are independent, and the variance of $x-W\tau$ accumulates:

$$D_L=\frac{\langle(x-W\tau)^2\rangle}{2\langle\tau\rangle}=\frac{2-3+4/\pi}{2\langle\tau\rangle}=\frac{W}{2}\left(\frac4\pi-1\right).$$

An ion reaches speed $c_z$ with probability $e^{-x}=e^{-c_z^2/2}$ and spends equal times in equal speed intervals. The stationary distribution is therefore half a Gaussian, with variance $kT_L=1-2/\pi$. Relation (5) predicts $W(1-2/\pi)/2$, and its ratio to the true value is

$$\frac{1-2/\pi}{4/\pi-1}=\frac{\pi-2}{4-\pi}=1.33.$$

The error of 33 % accompanies a strongly skewed distribution. Its third central moment is $W(4/\pi-1)$, and $Q$ is half of this, so $\Delta=(4-\pi)/[4(\pi-2)]=0.188$. With this value (6) is 8 % too high. Heat flux accounts for most of the discrepancy, and the rest belongs to the momentum-transfer approximation.

The example lies in the regime of drift tubes that supply ion data for models of deposition and etching reactors, roughly 1 Torr, room temperature and tens of V/cm. Its reduced mobility, 2.05 cm²/Vs, has the usual order of magnitude for such ions. The constant cross section leaves out the long-range attraction between an ion and the atom it polarizes. For a rough atomic polarizability of 1.6 Å3, capture by the polarization attraction would occur at a rate of 0.69 times the model's momentum-transfer frequency $\nu$. The corresponding capture cross section at the mean collision energy is 0.85 nm², so the model's 1 nm² largely stands in for this attraction and is not the size of a repulsive core. Capture has a rate independent of speed. If it dominated completely, $K$ would be constant and the factor 0.73 would become one, raising $D_L$ by 37 % at fixed $K$ and $T_L$. This is not an upper bound. When the attraction is combined with a repulsive core a few ångström in size, $K$ can rise with field in this range of $E/N$. Then $\kappa>0$, the factor exceeds one, and $KkT_L/q$ underestimates $D_L$. The numbers above are therefore not predictions for a particular ion, whereas (5) can take a measured $K(E)$ as its input, together with a measured or calculated $T_L$. Inelastic collisions of molecular ions are also left out, and their effect is not estimated here.

The weak-gradient condition compares $kT_L/q$ with the voltage across the swarm's width. After 10 cm the width is $\sqrt{2D_Lt}=1.84$ mm, with $t$ the drift time, and the gradient force one width from the centre is 1.3 % of the field force. Near the entrance a narrow pulse can violate the condition. For a flat layer of ions with density $n$ and width $\ell$, the space-charge field is of the order of $qn\ell/\varepsilon_0$, where $\varepsilon_0$ is the vacuum permittivity. At $n=10^5\ \mathrm{cm^{-3}}$ and the width above, this is 0.17 % of the applied field. It grows in proportion to density. At $10^9\ \mathrm{cm^{-3}}$, a rough value for a weak processing plasma, the same estimate for unneutralized ions of equal width gives 17 times the applied field, and the picture of a swarm in a fixed uniform field fails. For stray electrons, the Townsend form $Ap\,e^{-Bp/E}$ of the ionization coefficient, with pressure $p$, $A=12\ \mathrm{cm^{-1}Torr^{-1}}$ and $B=180\ \mathrm{V\,cm^{-1}Torr^{-1}}$, gives a growth exponent of 0.015 over 10 cm. These are rough ionization coefficients for an argon-like gas that are meant for fields several times stronger at this pressure. Extrapolated to the present field they can give far too little ionization, so this number does not show that electron multiplication is negligible.

## Table of computed values

```
Ion mass: 30 u
Gas mass: 40 u
Gas temperature: 300 K
Pressure: 1.0 Torr
Cross section: 1.0 nm2
Field: 20.0 V/cm
Drift length: 10 cm
Gas density: 3.2188e+16 cm^-3
Reduced field E/N: 62.1 Td
Closure drift velocity: 339.1 m/s
Closure mean collision energy: 0.0626 eV
Closure collision frequency: 3.320e+07 s^-1
Closure s: 0.3807
Closure mobility slope: -0.2757
Closure mobility: 1695.5 cm2/Vs
Closure T_L: 595.0 K
Closure D_L: 62.97 cm2/s
Balance D/formula, Delta=0: 1.000001
Balance D/formula, Delta=0.2: 1.000001
Constant-rate simulated/exact W: 0.9995
Constant-rate simulated/exact T_L: 0.9988
Constant-rate simulated/exact D_L: 0.9972
Simulated W at field/1.3: 280.9 m/s
Simulated W at field: 342.3 m/s
Simulated W at field*1.3: 412.3 m/s
Simulated mobility: 1711.4 cm2/Vs
Reduced mobility: 2.050 cm2/Vs
Simulated mobility slope: -0.2684
Simulated T_L: 551.3 K
Simulated kT_L/q: 47.51 mV
K kT_L/q without slope: 81.31 cm2/s
Generalized relation D_L: 59.49 cm2/s
Generalized relation D_L/K: 34.76 mV
Direct simulated D_L: 58.22 cm2/s
Standard error of direct D_L: 0.36 cm2/s
Relation minus direct: 2.2 %
No-slope minus direct: 39.7 %
Heat-flux Delta: 0.0347
Heat-flux change of D_L: -1.27 %
D_L with heat flux: 58.73 cm2/s
Packet width at exit: 1.84 mm
Gradient force/field force: 1.29 %
Rough packet density: 1.0e+05 cm^-3
Space-charge field/applied field: 0.17 %
Rough Townsend A: 12 cm^-1 Torr^-1
Rough Townsend B: 180 V cm^-1 Torr^-1
Electron growth exponent: 1.48e-02
Rough polarizability: 1.6 A^3
Polarization capture/model rate: 0.69
Cold charge-transfer slope: -0.5000
Cold charge-transfer Delta: 0.1880
Cold relation/exact D_L: 1.3299
Cold heat-corrected/exact D_L: 1.0799
```
